\section*{Screening by two identical in-plane polarizable sheets}

\section*{Problem}

Two identical, infinitely thin insulating sheets lie in vacuum in the planes $z_1=0$ and $z_2=d$. An electric field along a sheet polarizes it; a field normal to the sheet does not. The dipole moment per unit area of sheet $i$ is
\begin{equation}
\mathbf P_i=\alpha\,\mathbf E_{\parallel}(z_i),
\label{eq:response}
\end{equation}
where $\mathbf E_\parallel$ is the total in-plane field, including the field of the induced charges. The polarizability $\alpha>0$ is isotropic in the plane, local, linear and static. No charge passes between the sheets.

Use Gaussian atomic units, with $e=1$, so that $\alpha$ is a length. (In SI units the same $\alpha$ is defined by $\mathbf P_i=4\pi\varepsilon_0\alpha\mathbf E_\parallel$.) All sources vary along the sheets as $e^{i\mathbf q\cdot\mathbf r}$ with $q=|\mathbf q|>0$. A screening factor is the external potential divided by the total potential, both taken at the sheets, for a pattern in which this ratio is the same on both sheets.

\begin{enumerate}
\item Find the matrix that turns the total potentials on the sheets into the external ones. Diagonalize it to obtain the screening factors.
\item Examine the limits $qd\ll1$ and $qd\gg1$.
\item Find the screened interaction of charges placed on the same sheet and on different sheets.
\item Evaluate the results for $\alpha=1$ \AA, $d=3.3$ \AA\ and $q=0.1$ \AA$^{-1}$, with an external charge wave of amplitude $10^{-4}\,e/$\AA$^2$ on sheet 1.
\item Judge how far the model can be trusted for a real bilayer dielectric.
\end{enumerate}

\section*{Solution}

\subsection*{1. The screening matrix and its modes}

\paragraph{Induced charge.}
Let $\phi_i$ be the amplitude of the total potential on sheet $i$. The in-plane field is $\mathbf E_\parallel=-\nabla_\parallel\phi$, so $\mathbf P_i=-\alpha\nabla_\parallel\phi$. A polarization that varies along the sheet leaves a bound charge per unit area
\begin{equation}
\sigma_i=-\nabla_\parallel\cdot\mathbf P_i
=\alpha\nabla_\parallel^2\phi
=-\alpha q^2\phi_i .
\label{eq:induced}
\end{equation}
The last step uses $\nabla_\parallel^2e^{i\mathbf q\cdot\mathbf r}=-q^2e^{i\mathbf q\cdot\mathbf r}$. The minus sign means that negative charge gathers where the potential is high. One factor of $q$ comes from the field and the other from the divergence, so a uniform potential induces nothing.

\paragraph{Potential of a charged sheet.}
A charge $\sigma e^{i\mathbf q\cdot\mathbf r}$ in the plane $z=0$ produces a potential $\phi(z)e^{i\mathbf q\cdot\mathbf r}$. Poisson's equation, $\nabla^2\phi=-4\pi\rho$, becomes
\begin{equation}
\phi''(z)-q^2\phi(z)=-4\pi\sigma\,\delta(z).
\end{equation}
Away from the plane the solutions are $e^{\pm qz}$. The potential must decay on both sides and be continuous at $z=0$, so $\phi=Ae^{-q|z|}$. Integrating the equation across the plane gives the jump in slope:
\begin{equation}
\phi'(0^+)-\phi'(0^-)=-qA-qA=-4\pi\sigma .
\end{equation}
Therefore $A=2\pi\sigma/q$ and
\begin{equation}
\phi(z)=\frac{2\pi\sigma}{q}\,e^{-q|z|}.
\label{eq:kernel}
\end{equation}

\paragraph{Self-consistency.}
The total potential on a sheet is the external potential plus that of the induced charges on both sheets. Write $x=e^{-qd}$. Equations \eqref{eq:induced} and \eqref{eq:kernel} give
\begin{align}
\phi_1&=\phi_1^{\rm ext}+\frac{2\pi}{q}(\sigma_1+x\sigma_2)
=\phi_1^{\rm ext}-2\pi\alpha q(\phi_1+x\phi_2),\\
\phi_2&=\phi_2^{\rm ext}+\frac{2\pi}{q}(x\sigma_1+\sigma_2)
=\phi_2^{\rm ext}-2\pi\alpha q(x\phi_1+\phi_2).
\end{align}
One power of $q$ from the kernel has cancelled one of the two in the induced charge. Moving the induced terms to the left gives
\begin{equation}
\begin{pmatrix}\phi_1^{\rm ext}\\ \phi_2^{\rm ext}\end{pmatrix}
=
\begin{pmatrix}1+2\pi\alpha q&2\pi\alpha q\,x\\
2\pi\alpha q\,x&1+2\pi\alpha q\end{pmatrix}
\begin{pmatrix}\phi_1\\ \phi_2\end{pmatrix}.
\label{eq:matrix}
\end{equation}

\paragraph{Diagonalization.}
Exchanging the sheets leaves the matrix unchanged, which suggests the combinations $\phi_\pm=(\phi_1\pm\phi_2)/\sqrt2$. Adding the two rows of \eqref{eq:matrix} gives
\begin{equation}
\phi_1^{\rm ext}+\phi_2^{\rm ext}
=(1+2\pi\alpha q+2\pi\alpha q\,x)(\phi_1+\phi_2),
\end{equation}
and subtracting the second from the first gives
\begin{equation}
\phi_1^{\rm ext}-\phi_2^{\rm ext}
=(1+2\pi\alpha q-2\pi\alpha q\,x)(\phi_1-\phi_2).
\end{equation}
The two combinations are decoupled. The normalized eigenvectors are $(1,\pm1)/\sqrt2$, and the screening factors are
\begin{equation}
\boxed{\;\varepsilon_\pm(q)=1+2\pi\alpha q\left(1\pm e^{-qd}\right)\;}
\label{eq:result}
\end{equation}
with the plus sign for the even mode and the minus sign for the odd mode.

In the even mode the induced charges on the two sheets have the same sign at each in-plane position, and their potentials reinforce each other. In the odd mode they have opposite signs and partly cancel. Since $0<x<1$, it follows that $\varepsilon_+>\varepsilon_->1$.

The parity of the modes rests on the sheets being identical. With polarizabilities $\alpha_1\ne\alpha_2$, the matrix acting on $(1,1)$ would give $1+2\pi q(\alpha_1+x\alpha_2)$ in the first row and $1+2\pi q(x\alpha_1+\alpha_2)$ in the second. These differ, so $(1,1)$ would no longer be an eigenvector.

\subsection*{2. Long and short waves}

For $qd\ll1$, expand $e^{-qd}=1-qd+\tfrac12(qd)^2-\dots$:
\begin{align}
\varepsilon_+&=1+4\pi\alpha q\left(1-\tfrac12qd+\dots\right),
\label{eq:evensmall}\\
\varepsilon_-&=1+2\pi\alpha d\,q^2\left(1-\tfrac12qd+\dots\right).
\label{eq:oddsmall}
\end{align}
To leading order the even mode sees one sheet of polarizability $2\alpha$. The odd response is weaker by a further power of $q$, because the two induced charge waves form a dipole layer whose potential at the sheets is proportional to $d$. The leading terms define two lengths, $\ell_+=4\pi\alpha$ and $\ell_-=\sqrt{2\pi\alpha d}$, through $\varepsilon_+\approx1+\ell_+q$ and $\varepsilon_-\approx1+\ell_-^2q^2$.

Both factors tend to 1 as $q\to0$, unlike the dielectric constant of a bulk insulator. For charges on the sheets, the field of a long even wave runs mostly through the vacuum outside the pair, where there is nothing to polarize. The field of a long odd wave lies mostly in the gap and is nearly normal to the sheets, which do not respond to a normal field. The factors in \eqref{eq:result} therefore depend on wave number and should not be read as material constants.

For $qd\gg1$ the coupling $x$ is exponentially small, and
\begin{equation}
\varepsilon_\pm\to1+2\pi\alpha q ,
\end{equation}
the factor of a single sheet. This limit belongs to the model. In a material $q$ must also remain small compared with the inverse lattice constant, since otherwise a local $\alpha$ is not justified. Both conditions can hold only if $d$ is much larger than the lattice constant, which is not the case in the example below.

\subsection*{3. Interactions between charges on the sheets}

Place external charge on the sheets themselves. By \eqref{eq:kernel}, the bare interaction is $V_{11}=2\pi/q$ within a sheet and $V_{12}=2\pi x/q$ between sheets. In the even and odd combinations it is
\begin{equation}
V_\pm=V_{11}\pm V_{12}=\frac{2\pi}{q}(1\pm x),
\qquad \varepsilon_\pm=1+\alpha q^2V_\pm .
\label{eq:vpm}
\end{equation}
The second relation is \eqref{eq:result} rewritten. The screened interactions are $W_\pm=V_\pm/\varepsilon_\pm$. Returning to separate sheets,
\begin{equation}
W_{11}=\tfrac12(W_++W_-),\qquad W_{12}=\tfrac12(W_+-W_-).
\label{eq:w}
\end{equation}

The interlayer term simplifies. Put the difference over a common denominator and insert \eqref{eq:vpm}:
\begin{align}
W_{12}
&=\frac{V_+\varepsilon_--V_-\varepsilon_+}{2\varepsilon_+\varepsilon_-}
=\frac{V_+(1+\alpha q^2V_-)-V_-(1+\alpha q^2V_+)}{2\varepsilon_+\varepsilon_-}
\nonumber\\
&=\frac{V_+-V_-}{2\varepsilon_+\varepsilon_-}
=\frac{V_{12}}{\varepsilon_+\varepsilon_-}.
\label{eq:product}
\end{align}
The terms containing $V_+V_-$ cancel. The interaction between sheets is thus reduced by the product of the two factors, which is more than either factor alone.

For charges on the sheets there is also a simple rule for the total charge. Total potential and total charge are related by the bare interaction, $\phi_\pm=V_\pm\sigma_\pm^{\rm tot}$, while $\phi_\pm^{\rm ext}=V_\pm\sigma_\pm^{\rm ext}$. Division gives
\begin{equation}
\sigma_\pm^{\rm tot}=\sigma_\pm^{\rm ext}/\varepsilon_\pm .
\label{eq:totalcharge}
\end{equation}
In a pure mode, the potential at every height $z$ is then reduced by the same factor. If the external charges lie elsewhere, \eqref{eq:result} still relates the potentials at the sheets, but this statement about other heights no longer follows.

\subsection*{4. Numerical example}

\paragraph{Screening factors.}
Here $qd=0.330$, $x=0.7189$ and $2\pi\alpha q=0.6283$. Hence
\begin{align}
\varepsilon_+&=1+0.6283\times1.7189=2.080,\\
\varepsilon_-&=1+0.6283\times0.2811=1.177.
\end{align}
A single sheet would give 1.628. The lengths are $\ell_+=12.57$ \AA\ (1.257 nm) and $\ell_-=4.55$ \AA\ (0.455 nm).

With $\alpha$ and $d$ held fixed, the factors vary with wave number as follows.
\begin{center}
\begin{tabular}{ccc}
$q$ (\AA$^{-1}$) & $\varepsilon_+$ & $\varepsilon_-$\\ \hline
0.01 & 1.124 & 1.002\\
0.10 & 2.080 & 1.177\\
1.00 & 7.515 & 7.051
\end{tabular}
\end{center}
The last row shows the two modes approaching each other. It illustrates the formula and not a material, because such a wave is too short for a local polarizability.

At $q=0.1$ \AA$^{-1}$ the leading small-$q$ forms give 2.257 and 1.207. Their excess over 1 is too large by about 16\% and 17\% of the model values, 1.080 and 0.177. Equations \eqref{eq:evensmall} and \eqref{eq:oddsmall} account for this: the first correction lowers each leading term by the fraction $qd/2=0.165$, and higher terms restore a little of it, leaving reductions of 14\% and 15\% of the leading terms. Measured against the smaller model values, these are the 16\% and 17\% above.

\paragraph{Interactions.}
To obtain energies in eV, multiply the interactions by $e^2=14.40$ eV\,\AA. The bare values are
\begin{equation}
V_{11}=\frac{2\pi e^2}{q}=904.8\ \text{eV\,\AA}^2,\qquad
V_{12}=0.7189\,V_{11}=650.5\ \text{eV\,\AA}^2 .
\end{equation}
Their sum and difference are $V_+=1555.3$ and $V_-=254.3$ eV\,\AA$^2$. Division by the screening factors gives $W_+=747.7$ and $W_-=216.1$ eV\,\AA$^2$, so
\begin{align}
W_{11}&=\tfrac12(747.7+216.1)=481.9\ \text{eV\,\AA}^2,\\
W_{12}&=\tfrac12(747.7-216.1)=265.8\ \text{eV\,\AA}^2 .
\end{align}
The interaction within a sheet is reduced by $904.8/481.9=1.88$, and that between sheets by $650.5/265.8=2.45$. The second number is the product $2.080\times1.177$, as \eqref{eq:product} requires.

\paragraph{Response to the charge wave.}
The external amplitude $10^{-4}\,e/$\AA$^2$ equals $10^{12}\,e/\text{cm}^2$. A positive unit test charge has the potential-energy amplitudes
\begin{equation}
U_1=10^{-4}W_{11}=0.0482\ \text{eV},\qquad
U_2=10^{-4}W_{12}=0.0266\ \text{eV}.
\end{equation}
In these units \eqref{eq:induced} reads $\sigma_i=-\alpha q^2U_i/e^2$, with $\sigma_i$ in $e/$\AA$^2$. It gives
\begin{equation}
\sigma_1=-3.347\times10^{-5},\qquad
\sigma_2=-1.846\times10^{-5}\ e/\text{\AA}^2 .
\end{equation}
The total charge on sheet 1 is $(10-3.347)\times10^{-5}=6.653\times10^{-5}\,e/$\AA$^2$; on sheet 2 it is $\sigma_2$ alone. Adding the bare potentials of these charges returns the energy on sheet 1:
\begin{equation}
904.8\,(6.653-0.7189\times1.846)\times10^{-5}
=0.0482\ \text{eV}.
\end{equation}

The in-plane field amplitude on sheet 1 is $qU_1/e=0.00482$ V/\AA, or 0.48 MV/cm, since 1 V/\AA\ is 100 MV/cm. The normal field just inside the gap follows from Gauss's law. Below sheet 1 the potential decays as $e^{qz}$, so the normal field there is $-qU_1/e$. Crossing the sheet adds $4\pi$ times its total charge:
\begin{equation}
E_z(0^+)=\frac{4\pi e^2(6.653\times10^{-5})-qU_1}{e}
=0.0072\ \text{V/\AA}=0.72\ \text{MV/cm}.
\end{equation}

\subsection*{5. Comparison with a real bilayer}

The parameters are round numbers in the rough range of bilayer hexagonal boron nitride, whose layers are about 3.3 \AA\ apart. If each sheet is spread over a thickness $d$, its in-plane dielectric constant is $1+4\pi\alpha/d=1+12.57/3.3\approx4.8$, near the rough value of 5 for the electronic response of that material. A real layer, however, fills most of the spacing and also polarizes along its normal.

To size these effects, replace the sheets by two touching slabs of thickness $d$ with in-plane constant $\varepsilon_p=1+4\pi\alpha/d$ and normal constant $\varepsilon_n$. The potential obeys
\begin{equation}
\frac{d}{dz}\left(\varepsilon_n\frac{d\phi}{dz}\right)-q^2\varepsilon_p\phi=-4\pi\rho(z).
\end{equation}
I solved this equation by a finite-volume method with 40 cells per slab, matched to decaying potentials outside. Equal or opposite external charges were spread evenly through the slabs. The factor is the mean potential, weighted by the external charge, in vacuum divided by its value with the dielectric present. At $q=0.1$ \AA$^{-1}$ the results are:
\begin{center}
\begin{tabular}{lcc}
Model & even & odd\\ \hline
Thin sheets & 2.08 & 1.18\\
Thick slabs, $\varepsilon_n=1$ & 2.02 & 1.13\\
Thick slabs, $\varepsilon_n=3$ & 2.07 & 2.71\\
The same on a substrate, constant 4 & 3.02 & 2.88
\end{tabular}
\end{center}
The normal constant 3 and the substrate constant 4, roughly that of a silicon oxide, are rough inputs. The substrate fills the half-space below the lower slab. It breaks the exchange symmetry, so the last row gives responses to equal and opposite charges, not eigenvalues.

For charge spread evenly through the slabs, thickness alone changes both factors by less than 5\%, although it lowers the excess of the odd factor over 1 from 0.18 to 0.13. In this slab model, normal polarization hardly changes the even factor but more than doubles the odd one. The long-wave limit shows why. Opposite charges on the two slabs produce a displacement field $D_z$ that, as $q\to0$, is confined to the slabs and fixed by the external charge. The field is $D_z/\varepsilon_n$, so the potential difference falls by $\varepsilon_n$. The odd factor of touching slabs therefore tends to $\varepsilon_n$, whereas the sheet model gives 1. At $q=0.001$ \AA$^{-1}$ the slab calculation with $\varepsilon_n=3$ gives 2.995 for the odd factor and 1.013 for the even one.

This limit assumes that the normal polarization follows the field point by point inside a layer one atom thick, which a bulk constant does not guarantee. Suppose instead that each layer polarizes uniformly in response to its mean normal field, with the same bulk $\varepsilon_n$. The long-wave odd factor is then $[1-\tfrac34(1-1/\varepsilon_n)]^{-1}=2$ for spread charges and $[1-\tfrac12(1-1/\varepsilon_n)]^{-1}=1.5$ for charges on the mid-planes; at $q=0.1$ \AA$^{-1}$ the values are 1.81 and 1.41. The normal response raises the odd factor in every case, but the amount depends on how the layer polarizes internally.

This correction affects the interactions found above. Keeping the bare values and $W_+$, but replacing the odd factor by 2.71, gives $W_-\approx254/2.71\approx94$ eV\,\AA$^2$. Then $W_{11}\approx420$ and $W_{12}\approx330$ eV\,\AA$^2$, instead of 482 and 266. This is an estimate, since the factor was computed for spread charges. Solving the slab equation directly gives $W_{11}=411$ and $W_{12}=321$ eV\,\AA$^2$ for charges on the mid-planes, and 383 and 326 for spread charges. With a uniform normal polarization in each layer, $W_{12}$ is 300 and 314 instead. The in-plane model thus underestimates the interlayer interaction for these inputs by about 12\% to 18\% of the corrected value, depending on how the normal response is modelled.

The meaning of ``static'' also matters. The value $\alpha=1$ \AA\ describes electrons with the ions held still. If the ions follow the field, a rough value of 1.6 \AA\ raises the sheet-model factors to 2.73 and 1.28. The substrate constant 4 already includes the ions of the oxide. With those ions held still the constant is nearer 2, and both factors in the last row of the table would be lower. That row therefore shows the size of the substrate effect and does not describe one definite frequency range.

Rough scales for some remaining effects in this example are:
\begin{itemize}
\item With a lattice constant of about 2.5 \AA, $(qa)^2=0.06$ sets the scale of corrections to a local $\alpha$; their coefficient is not known from this model.
\item Both fields computed above are well below a rough breakdown field of 10 MV/cm. The larger one, 0.0072 V/\AA, changes the energy of an electron by only about 0.02 eV across a lattice constant. This is small compared with a gap of about 6 eV, which supports a linear response.
\item For a rough interlayer hopping energy of 0.3 eV and a gap of 6 eV, the squared ratio is 0.0025, a crude measure of how far hopping mixes the filled states of one layer with the empty states of the other. Filled states of equal energy can mix much more strongly, but mixing among filled states alone leaves the total electron density unchanged.
\item At 300 K the factor $e^{-E_g/2k_BT}$ is about $4\times10^{-51}$, so thermal carriers across the gap are negligible. Carriers from defects or doping are a separate matter.
\end{itemize}

For a free-standing pair with these parameters, the even factor at $q=0.1$ \AA$^{-1}$ is thus reliable to a few per cent against the combined effect of thickness and normal polarization, provided that $\alpha$ suits the frequency of use. This does not extend to shorter waves: the slab value lies 8--10\% below the sheet value at $q=0.3$ \AA$^{-1}$ and about 20\% below at $0.5$ \AA$^{-1}$. The odd factor needs the normal response, and a supported bilayer needs its substrate.
